Optical mass of a degenerate isotropic Kane band

## Part 1. The optical mass at zero temperature

### What dimensions and symmetry fix

Consider electrons that fill an isotropic band up to a Fermi wavevector k_F at zero temperature. The band has mass m₀ at its edge and departs from a parabola at a rate set by one parameter α, an inverse energy. The optical mass m_opt relates the crystal momentum that a weak uniform field gives to the electrons to their mean velocity. It can depend on m₀, α, k_F and ħ. The electron charge sets the force, not the velocity that follows from a given momentum, so it drops out.

Mass, length and time are three independent dimensions, and these four quantities form one independent dimensionless group, αħ²k_F²/m₀. Therefore

m_opt = m₀ Φ(αħ²k_F²/m₀).

The Fermi energy E_F, measured from the band edge, is fixed by the same quantities, so αE_F is a function of the same group. It rises steadily with k_F and can serve as the variable instead:

m_opt = m₀ Φ₁(αE_F), with Φ₁(0) = 1.

The last condition holds because at α = 0 the band is parabolic and every state has mass m₀. Isotropy adds that the velocity is parallel to the momentum given by the field, so the mass is a number and not a tensor.

Dimensions cannot supply the function Φ₁. The derivation below gives Φ₁(x) = 1 + 2x, that is,

m_opt = m₀(1 + 2αE_F).

The ratio m_opt/m₀ is 1 + 2αE_F. The fractional excess of the optical mass over the band-edge mass is 2αE_F.

### The band

The wavevector k is measured from the band minimum, and the energy E from the energy of that minimum. The dispersion is

E(1 + αE) = ħ²k²/(2m₀), with α ≥ 0.

Its origin is a pair of levels separated by a gap E_g and coupled by a term Pk that is linear in k. With the upper level at zero energy, the matrix has diagonal elements 0 and −E_g and off-diagonal elements Pk. Its eigenvalues satisfy

(0 − E)(−E_g − E) − P²k² = 0.

The product of the brackets is E(E_g + E), so

E(E + E_g) = P²k².

Division by E_g gives

E(1 + E/E_g) = P²k²/E_g.

Comparison with the dispersion identifies

α = 1/E_g and m₀ = ħ²E_g/(2P²).

This two-level model leaves out the free-electron kinetic energy on the diagonal and the coupling to other bands. In a silicon valley several bands contribute, and α is then an effective parameter that describes how the band flattens. The derivation of the mass uses the dispersion and not its microscopic origin.

Define the parabolic energy

γ = ħ²k²/(2m₀).

The dispersion reads αE² + E − γ = 0. The root that vanishes at k = 0 is

E = [−1 + √(1 + 4αγ)]/(2α).

For small αγ this expression subtracts two nearly equal numbers. Multiplication of numerator and denominator by 1 + √(1 + 4αγ) turns the numerator into 4αγ, and the result is

E = 2γ/[1 + √(1 + 4αγ)].

This form is the better one for computation, and it also holds at α = 0, where it gives E = γ.

One more combination is needed. Let

s = 1 + 2αE.

Its square is 1 + 4αE + 4α²E² = 1 + 4α(E + αE²). The last bracket equals γ, so

s² = 1 + 4αγ = 1 + 2αħ²k²/m₀.

### What the optical mass means

Let a weak uniform electric field F act on electrons of charge −e. Between collisions each wavevector obeys

ħ dk/dt = −eF.

The right side does not depend on k, so all occupied states move by the same δk. This description assumes independent electrons, a field that is uniform over their paths, and photon energies well below those that lift an electron into another band. The response of the other bands is placed in a constant background permittivity.

Let f(k) be the occupation before the field acts. With two spins and g equivalent valleys the density is

n = [2g/(2π)³] ∫ f(k) d³k.

After the shift, the state k is occupied if k − δk was occupied. The velocity of a state is v = ∇E/ħ, with the gradient taken in k. The mean velocity is therefore

⟨v⟩ = ∫ f(k − δk) v(k) d³k / ∫ f(k) d³k.

The substitution q = k − δk moves the shift from the occupation to the velocity:

⟨v⟩ = ∫ f(q) v(q + δk) d³q / ∫ f(q) d³q.

To first order in δk,

v_i(q + δk) = v_i(q) + Σ_j δk_j ∂v_i/∂q_j.

The first term averages to zero, because f is even in q and v is odd. With v_i = (1/ħ)∂E/∂q_i the second term gives

⟨v_i⟩ = (1/ħ) Σ_j ⟨∂²E/∂k_i∂k_j⟩ δk_j,

where the angle brackets denote an average over all occupied states. The optical mass is defined by

⟨v⟩ = ħδk/m_opt.

In an isotropic valley the averaged second derivatives vanish for i ≠ j and are equal for the three cases i = j. Each is one third of their sum, so

1/m_opt = ⟨∇²E⟩/(3ħ²).

The current density is J = −en⟨v⟩. Its time derivative is −en(ħ/m_opt)(−eF/ħ), hence

dJ/dt = (ne²/m_opt)F.

The two minus signs cancel: electrons accelerate against the field, and their negative charge returns the current to the field direction. The factor ne²/m_opt is the free-carrier weight that an infrared measurement responds to.

### From the whole sea to its surface

At zero temperature the occupied states of a valley fill a sphere of volume 4πk_F³/3. The energy is a smooth function of k² there, because 1 + 4αγ is positive, so the divergence theorem applies:

∫ ∇²E d³k = ∮ ∇E · dS = 4πk_F² E′(k_F).

Here E′ = dE/dk. The gradient points outward and has the same size everywhere on the sphere. Division by the volume gives

⟨∇²E⟩ = 3E′(k_F)/k_F,

and therefore

1/m_opt = E′(k_F)/(ħ²k_F).

This holds for any smooth isotropic band filled as a sphere. Since the Fermi velocity is v_F = E′(k_F)/ħ, it can be written as

m_opt = ħk_F/v_F.

The optical mass is the crystal momentum at the Fermi surface divided by the velocity there. All electrons are shifted by the field, but inside the sphere every vacated state is filled by another electron. The occupation changes at the surface alone, which is why surface quantities are sufficient.

It remains to differentiate the dispersion with respect to k. The left side E + αE² gives (1 + 2αE)E′, and the right side gives ħ²k/m₀:

(1 + 2αE)E′ = ħ²k/m₀.

Evaluated at k_F and divided by ħ²k_F(1 + 2αE_F), this is

E′(k_F)/(ħ²k_F) = 1/[m₀(1 + 2αE_F)].

The left side is 1/m_opt. Hence

m_opt = m₀(1 + 2αE_F).

No expansion in α was made. Within the stated model the result holds for any size of αE_F.

### The mass in terms of density

The volume of the sphere gives

n = [2g/(8π³)](4πk_F³/3) = gk_F³/(3π²),

so that

k_F = (3π²n/g)^(1/3).

The relation for s² then gives the mass without a separate calculation of the Fermi energy:

m_opt = m₀ √(1 + 2αħ²k_F²/m₀).

At low density the square root expands to

m_opt ≈ m₀(1 + αħ²k_F²/m₀),

and the excess grows as n^(2/3). In the opposite limit, αE_F ≫ 1, the mass tends to ħk_F√(2αm₀) and grows as n^(1/3). The Fermi velocity then approaches 1/√(2αm₀), which equals P/ħ in the two-level model. A real band generally meets other bands or the edge of its zone before that limit is reached.

The Fermi energy in the result is that of the nonparabolic band. Let γ_F be the parabolic value ħ²k_F²/(2m₀). Its use in place of E_F would give the ratio 1 + 2αγ_F. The correct ratio is

√(1 + 4αγ_F) = 1 + 2αγ_F − 2α²γ_F² + …,

so the substitution overestimates the mass, with an error that begins at second order in αγ_F.

### Why the local curvature is not the optical mass

A mass can also be read from the curvature of the band at one wavevector. For motion along k it is ħ²/E″. From E′ = ħ²k/(m₀s), the product rule gives

E″ = (ħ²/m₀)(1/s − k s′/s²).

Differentiation of s² = 1 + 2αħ²k²/m₀ gives 2ss′ = 4αħ²k/m₀. Multiplication by k/2 gives

k s s′ = 2αħ²k²/m₀ = s² − 1.

Thus ks′/s² = (s² − 1)/s³, and

E″ = (ħ²/m₀)[1/s − (s² − 1)/s³] = ħ²/(m₀s³).

The curvature mass along k is m₀s³. For a displacement perpendicular to k the second derivative is E′/k, and the mass is m₀s.

An average of the inverse masses over the Fermi surface, with one radial and two transverse directions, would give (1/3)(1/s³ + 2/s)/m₀. For α > 0 this is smaller than 1/(m₀s). The definition requires an average over the whole sea, whose inner states have larger curvature. In radial form that average is

⟨∇²E⟩ = (3/k_F³) ∫₀^k_F (k²E″ + 2kE′) dk.

The integrand is the derivative of k²E′, so the integral is k_F²E′(k_F), in agreement with the divergence theorem.

### Numbers for a heavily doped band

The example has n = 1.0×10²⁰ cm⁻³, g = 6 and α = 0.50 eV⁻¹, rough typical values for heavily doped n-type silicon. Its valleys are ellipsoids with masses of about 0.92 m_e along the axis and 0.19 m_e across it, where m_e is the free-electron mass. The isotropic model replaces each ellipsoid by a sphere that holds the same number of states at each energy. This requires the geometric mean

m₀ = (0.92 × 0.19²)^(1/3) m_e = 0.3214 m_e.

The density is 0.1 nm⁻³, which gives

k_F = (3π² × 0.1/6)^(1/3) = 0.7902 nm⁻¹.

With ħ²/(2m_e) = 0.0381 eV nm², the parabolic energy is

γ_F = 0.0381 × 0.7902²/0.3214 = 0.07402 eV.

The root needed is √(1 + 4 × 0.50 × 0.07402) = 1.0715, and

E_F = 2 × 0.07402/(1 + 1.0715) = 0.0715 eV.

The optical mass follows:

m_opt = 0.3214 × (1 + 2 × 0.50 × 0.0715) m_e = 0.3444 m_e.

The excess is 7.1 per cent of the band-edge mass. Because 2α happens to be 1 eV⁻¹ here, the excess and the Fermi energy in eV have the same numerical value. The curvature mass along k at the Fermi surface is 0.395 m_e. The Fermi-surface average of the inverse masses corresponds to 0.360 m_e, about 4.5 per cent above the optical mass.

With the band parameters held fixed, a density of 2.0×10¹⁹ cm⁻³ gives E_F = 0.025 eV and a ratio of 1.025. At 5.0×10¹⁹ cm⁻³ the values are 0.046 eV and 1.046. These are zero-temperature values.

## Part 2. Plasma edge, temperature and real valleys

### Symbols and results carried over

The band obeys E(1 + αE) = ħ²k²/(2m₀), with E and k measured from its minimum. A prime denotes d/dk, and s = 1 + 2αE. The dispersion gives E′ = ħ²k/(m₀s). There are g valleys, and the density n fixes k_F = (3π²n/g)^(1/3). A field F shifts all occupied states by δk and gives them the mean velocity ħδk/m_opt. The optical mass follows from 1/m_opt = ⟨∇²E⟩/(3ħ²), averaged over occupied states, and at zero temperature it is m_opt = m₀(1 + 2αE_F). The example has n = 1.0×10²⁰ cm⁻³, g = 6, α = 0.50 eV⁻¹, m₀ = 0.3214 m_e, E_F = 0.0715 eV and m_opt = 0.3444 m_e.

### The plasma frequency

Let the electrons in a slab be displaced by u along its normal while the donor ions stay in place. The displaced charge has polarization −neu. The background has relative permittivity ε∞, which is 11.7 in the example. With no external charge, the total displacement field along the normal vanishes:

ε₀ε∞F − neu = 0, so F = neu/(ε₀ε∞).

The field changes the common wavevector shift, and the shift changes the displacement:

ħ dδk/dt = −ne²u/(ε₀ε∞),

du/dt = ħδk/m_opt.

Differentiation of the second equation and insertion of the first give

d²u/dt² = −[ne²/(ε₀ε∞m_opt)]u.

This is an oscillation with the plasma frequency

ω_p² = ne²/(ε₀ε∞m_opt).

The same frequency appears in the optical response. For a field that varies as exp(−iωt), the equation dJ/dt = (ne²/m_opt)F gives the conductivity σ = ine²/(m_optω). The relative permittivity ε = ε∞ + iσ/(ε₀ω) then becomes

ε = ε∞(1 − ω_p²/ω²).

Below ω_p it is negative and the wave does not propagate. Above ω_p it is positive. The change produces the plasma edge in the infrared reflectivity.

For the example, e²/ε₀ is 18.095 eV nm. With the band-edge mass the plasma energy would be

ħω = √[2 × 0.0381 × 18.095 × 0.1/(11.7 × 0.3214)] eV = 0.191 eV.

The optical mass lowers it by the factor 1/√1.0715, to ħω_p = 0.185 eV. The corresponding vacuum wavelength is 6.70 µm.

### Reading a density from the plasma edge

Suppose that ω_p is known and n is wanted. The band-edge mass would give

n₀ = ε₀ε∞m₀ω_p²/e² = n/(1 + 2αE_F).

This underestimates the density. In the example it gives 9.33×10¹⁹ cm⁻³ instead of 1.00×10²⁰ cm⁻³.

The correct density satisfies

n = n₀√(1 + bn^(2/3)), with b = 2αħ²(3π²/g)^(2/3)/m₀.

It can be solved by repeated substitution: insert n₀ on the right, use the result as the next n, and repeat. Convergence follows from the logarithmic derivative of the right side,

d ln(right side)/d ln n = (1/3)bn^(2/3)/(1 + bn^(2/3)).

This is less than one third, so each step reduces the error in ln n by more than a factor of three. In the example the first substitution gives 9.97×10¹⁹ cm⁻³, and the second gives 1.00×10²⁰ cm⁻³ to three digits.

### Temperature

At temperature T the Fermi sphere has no sharp surface, and the average over occupied states must be taken with the Fermi function f(E). In radial form,

1/m_opt(T) = (1/3ħ²) ∫ f (k²E″ + 2kE′) dk / ∫ f k² dk.

The bracket is d(k²E′)/dk. Integration by parts moves the derivative to f. The boundary terms vanish, at k = 0 because of the factor k² and at large k because f decays exponentially. With df/dk = (∂f/∂E)E′, the numerator is

∫ k²E′(−∂f/∂E)E′ dk.

One factor E′ is replaced by ħ²k/(m₀s), and the other combines with dk to give dE:

numerator = (ħ²/m₀) ∫ [k³/(1 + 2αE)](−∂f/∂E) dE.

The same integration by parts gives the denominator as (1/3)∫k³(−∂f/∂E)dE. The factors of three and ħ² cancel, and

1/m_opt(T) = (1/m₀) ∫ [k³/(1 + 2αE)](−∂f/∂E) dE / ∫ k³(−∂f/∂E) dE.

The inverse mass is thus an average of 1/[m₀(1 + 2αE)] with weight k³(−∂f/∂E). As T tends to zero the weight contracts to E_F, and the previous result returns.

To first order in α the direction of the thermal change can be found without numerical work. The ratio is then 1 + 2αĒ, where Ē is the average of E with the same weight. At this order k³ is proportional to E^(3/2), and integration by parts gives

Ē = (5/2)∫E^(3/2) f dE / [(3/2)∫E^(1/2) f dE] = (5/3)ε̄,

where ε̄ is the mean kinetic energy per electron. Hence

m_opt(T) ≈ m₀[1 + (10/3)αε̄].

At zero temperature ε̄ = 3E_F/5, which restores 1 + 2αE_F. For a dilute classical gas ε̄ = 3k_BT/2, and the ratio is 1 + 5αk_BT. At fixed density the mean energy rises with temperature, and so does the optical mass.

For the example the full integrals were evaluated by midpoint sums in k, with the chemical potential found by a numerical root search at fixed density. At 77 K, k_BT is 0.093 of E_F and the ratio is 1.074. At 300 K, k_BT is 0.36 of E_F and the ratio is 1.101. The excess at room temperature is about 41 per cent larger than its zero-temperature value, so the gas is not well described as fully degenerate.

The chemical potential moves the other way, from 0.0715 eV at zero temperature to 0.061 eV at 300 K. Its insertion in place of E_F would lower the ratio, although heating raises it. The formula 1 + 2αE_F needs the zero-temperature Fermi energy at the given density; the thermal correction comes from the integral.

### Ellipsoidal valleys

Let the dispersion in one valley be

E(1 + αE) = Σ_i ħ²k_i²/(2m_i).

Define m_d = (m₁m₂m₃)^(1/3) and new coordinates q_i by

k_i = √(m_i/m_d) q_i.

Each term on the right becomes ħ²q_i²/(2m_d), so the band is isotropic in q with mass m_d. The product of the three scale factors is one, and volumes are unchanged. The Fermi energy is therefore that of an isotropic band of mass m_d, the value used for m₀ in the example.

The second derivatives transform as

∂²E/∂k_i² = (m_d/m_i) ∂²E/∂q_i².

The average of ∂²E/∂q_i² over the filled sphere in q is ħ²/[m_d(1 + 2αE_F)] by the isotropic result. Along axis i the inverse optical mass is consequently

1/[m_i(1 + 2αE_F)].

Silicon has two valleys along each cube axis. For equal filling, a field along any cube axis meets the longitudinal mass m_l in one third of the valleys and the transverse mass m_t in two thirds. The average inverse mass gives

m_opt = m_c(1 + 2αE_F), with m_c = 3/(1/m_l + 2/m_t).

The ratio to the band-edge value is the same as before, but the band-edge value is now the harmonic mean m_c. The scaling also holds at finite temperature, because f depends on E alone. For the example,

m_c = 3/(1/0.92 + 2/0.19) m_e = 0.2583 m_e,

m_opt = 0.2583 × 1.0715 m_e = 0.277 m_e.

The plasma energy becomes 0.206 eV and the wavelength 6.01 µm. The spherical model overestimates the optical mass by about 24 per cent relative to the ellipsoidal value. An implementation for silicon should use m_d to find E_F and m_c as the prefactor.

### Scattering

Let collisions remove the shift at a rate 1/τ:

dδk/dt = −eF/ħ − δk/τ.

In a steady field δk = −eτF/ħ, and the mean velocity has magnitude eτF/m_opt. The mobility is therefore μ = eτ/m_opt, and the energy width is

ħ/τ = ħe/(m_optμ).

For an oscillating field the permittivity becomes

ε = ε∞{1 − ω_p²/[ω(ω + i/τ)]}.

The real part of 1/[ω(ω + i/τ)] is 1/(ω² + 1/τ²). The real part of ε then vanishes at

ω² = ω_p² − 1/τ².

This treatment uses one τ for all energies and frequencies, so a static mobility gives only a rough infrared width. A rough mobility of 80 cm²/Vs and the spherical mass give ħ/τ = 0.042 eV. The zero moves from 0.185 eV to 0.180 eV, or down by 2.6 per cent. The mass shift lowers the undamped plasma energy by 3.4 per cent relative to its band-edge value. Scattering must therefore be included before the position of an edge is used to infer the mass.

The minimum of the reflectivity is not the zero of the real permittivity. Without scattering it lies where ε = 1, at ω_p√[ε∞/(ε∞ − 1)], which is 0.193 eV here. With the scattering above it moves up to about 0.203 eV, while the zero moves down. A measured spectrum is therefore best fitted with the full expression for ε.

### Limits of the band model in silicon

The conduction-band minimum of silicon lies near the zone-boundary point X, where a second band meets the first. For a lattice constant of 0.543 nm and a separation of about 0.15 × 2π/a, the distance to X is 1.74 nm⁻¹. The ellipsoidal Fermi surface extends along its axis to

k_F√(m_l/m_d) = 1.34 nm⁻¹.

It stays inside, but not by a wide margin. The reach grows as n^(1/3), so within this model it would arrive at X when the density is larger by (1.74/1.34)³, near 2.2×10²⁰ cm⁻³. The single-valley dispersion cannot be trusted there, and it may become inaccurate earlier.

The use of one α for all directions is a further simplification. In silicon the band flattens mainly across the valley axis. Local empirical-pseudopotential bands filled to the density of the example give a mass excess of 11 to 12 per cent across the axis and 1.3 to 1.5 per cent along it, depending on the form factors. The excess of the averaged mass is then 10 to 11 per cent, against 7.1 per cent in the present model.

The band energy at X is roughly 0.13 eV above the minimum. At 300 K the spherical model places about 6 per cent of the electrons above this energy, where its dispersion is doubtful. At 77 K the fraction is below 0.01 per cent.

Transitions to the next conduction band, at roughly 0.5 eV, add to the background permittivity. An oscillator of free-electron mass and unit strength for each carrier contributes

Δε = (ħ²ne²/ε₀m_e)/[(0.5 eV)² − (ħω_p)²] = 0.64.

This is 5.5 per cent of ε∞ and would lower the plasma energy by about 2.6 per cent. The number is a rough orientation and not a correction, and unit strength overstates it. In local empirical-pseudopotential bands filled to this density the strength averaged over directions is only 0.25 to 0.28 per carrier. With a broadening of 0.04 eV the real part of Δε near the plasma energy is then about 0.3 to 0.4, which lowers the plasma energy by about 1.5 per cent. The transition is forbidden by symmetry on the valley axis and becomes allowed away from it. The separation of the two bands also closes linearly toward X. At the tip of the Fermi surface, 0.40 nm⁻¹ from X, it is only about 0.5 × 0.40/1.74 = 0.11 eV, which is below the plasma energy. The pseudopotential bands give 0.12 to 0.14 eV. Interband absorption can therefore begin below the plasma edge at this density, but weakly, because the small separations lie near the axis, where the transition is forbidden. Only a few per cent of the transition strength lies below 0.21 eV. The interband part of the imaginary permittivity near the plasma energy is about 0.1 to 0.2, against 2.5 from the scattering above. A constant background permittivity is thus in error by a few per cent here.

Electron interactions have also been left out. A scale for them is the exchange energy at the Fermi surface of a parabolic band, for electrons of the same spin and valley. With the interaction e²/(4πε₀ε∞r), its magnitude is

[e²/(4πε₀ε∞)](1/2π²) ∫ d³q/|k − q|²,

where k lies on the Fermi sphere and q runs over its interior. In spherical coordinates centred on k, the squared distance cancels the volume factor. A ray at angle θ to the inward normal has length 2k_F cos θ, and the integral is 2π∫₀¹2k_Fx dx = 2πk_F. The exchange energy is therefore

[e²/(4πε₀ε∞)]k_F/π = 0.031 eV.

A rigid shift of the band by this amount would not change the mass, because E_F is measured from the shifted edge. Changes in the shape of the band or in the occupation could matter. Multiplied by 2α, the exchange energy gives 0.031, which is not small beside the excess of 0.071. This comparison gives neither the sign nor the size of the interaction correction. The disorder potential of the dopants is likewise outside the model.

### The example beside a real layer

A donor density near 10²⁰ cm⁻³ belongs to the heavily doped regime of silicon contacts, and the band parameters above are rough typical values for that material. The spherical, zero-temperature and collision-free model gives a plasma wavelength of 6.70 µm. Real valleys are ellipsoidal, which moves it to 6.01 µm. At 300 K the mass ratio is 1.101, the optical mass is 0.284 m_e, and the wavelength becomes 6.09 µm. With the mobility held at 80 cm²/Vs, scattering then moves the zero of the real permittivity to about 6.3 µm. These are model values, and the interband and interaction effects remain outside them. The largest single change among them comes from the anisotropy of the valleys. Within the model with a single α, temperature is the only one of these corrections that changes the ratio of the optical mass to its band-edge value. For a layer of this kind, the zero-temperature formula gives the order of magnitude of the nonparabolic excess. A room-temperature estimate within the same model should use the thermal integral with m_c as its prefactor, while an accurate mass for silicon needs a band structure that flattens differently along and across the valley axis.
